\section*{Integer and fractional charge of a hydrogen atom at fixed chemical potential}

\section{Definitions and conventions}

A fixed proton exchanges electrons with a reservoir of chemical potential $\mu$, measured from the vacuum level. The coupling is so weak that it transfers charge without broadening the atomic levels. The Hamiltonian is non-relativistic, and electrons moving freely in the vacuum are not counted as part of the atom. Formulas use atomic units; results are given in eV.

Let $E_N$ be the lowest energy with $N$ electrons, and
\begin{equation}
I=E_0-E_1,\qquad A=E_1-E_2,\qquad E_0=0,\quad E_1=-\tfrac12 .
\end{equation}
At zero temperature the atom minimises $\Omega=E-\mu N$. A non-integer $N$ is an average over an ensemble of integer charge states.

The exact atom has $N=1$ for $-I<\mu<-A$. The spin-polarised semilocal functionals used here, LDA and PBE, also have a plateau at $N=1$, but a narrower one, with fractional minima on both sides. If the two spins are forced to be equally occupied, the plateau disappears.

\section{The exact atom: competition between integers}

The Hamiltonian conserves electron number, so only the probabilities $p_N$ of the charge states enter:
\begin{equation}
\Omega\ge\sum_N p_N\,(E_N-\mu N),\qquad p_N\ge0,\quad \sum_N p_N=1 .
\end{equation}
Equality holds when each charge state is in its ground state. The right side is a weighted mean, so it is smallest when all weight lies on the smallest $E_N-\mu N$. Comparing neighbours,
\begin{align}
E_1-\mu<E_0 &\iff \mu>-I,\\
E_1-\mu<E_2-2\mu &\iff \mu<E_2-E_1=-A .
\end{align}

\textbf{The window is open.} In the two-electron ground state the two one-electron energies sum to at least $2E_1$, and the repulsion adds a positive amount. Thus $E_2>2E_1$, which is $I>A$. An atom or defect with $I<A$ would have no stable one-electron interval: it would pass directly from $N=0$ to $N=2$.

\textbf{The second electron binds.} A variational calculation used products of powers of $r_1+r_2$, $r_1-r_2$ and $r_{12}$, up to total order six, times $e^{-k(r_1+r_2)}$. It gives $E_2=-14.361$ eV; going from order five to six lowers the energy by 0.001 eV. With $E_1=-13.606$ eV,
\begin{equation}
A=-13.606+14.361=0.755\ \text{eV},\qquad I-A=12.85\ \text{eV}.
\end{equation}

\textbf{A third electron does not bind.} Suppose that $N$ electrons are bound around a charge $Z$, with $E_N<E_{N-1}$ and a real normalised ground state $\psi$. Multiply the Schrödinger equation by $r_N\psi$ and integrate:
\begin{multline}
0=\langle r_N\psi|(H_{N-1}-E_N)\psi\rangle
+\tfrac12\langle r_N\psi|(-\nabla_N^2)\psi\rangle\\
-Z+\sum_{j<N}\left\langle\frac{r_N}{r_{jN}}\right\rangle .
\end{multline}
The first term is positive, because $H_{N-1}\ge E_{N-1}>E_N$ at each fixed $\mathbf r_N$. For the second, set $\chi=r\psi$ and integrate by parts:
\begin{align}
\int\chi(-\nabla^2)\frac{\chi}{r}
&=\int\frac{|\nabla\chi|^2}{r}+\frac12\int\nabla(\chi^2)\cdot\nabla\frac1r\nonumber\\
&=\int\frac{|\nabla\chi|^2}{r}+2\pi\chi(0)^2\ \ge0 ,
\end{align}
since $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$; in fact $\chi(0)=0$. The repulsion sum must therefore be less than $Z$. By the symmetry of $|\psi|^2$ and the triangle inequality,
\begin{equation}
\left\langle\frac{r_N}{r_{jN}}\right\rangle
=\frac12\left\langle\frac{r_N+r_j}{r_{jN}}\right\rangle\ge\frac12 ,
\end{equation}
so $(N-1)/2<Z$, or $N<2Z+1$. For hydrogen this excludes $N\ge3$. An extra electron can at best be removed to infinity, so $E_N=E_2$ for $N>2$, and $E_2-\mu N$ exceeds $E_2-2\mu$ whenever $\mu<0$.

Hence the minimum inside the window is the one-electron state, with no number fluctuation.

\section{The edges and the effect of temperature}

The lowest ensemble energy at average number $N$ consists of straight segments:
\begin{equation}
E(N)=\begin{cases}-IN,&0\le N\le1,\\-I-A(N-1),&1\le N\le2.\end{cases}
\end{equation}
At $\mu=-I$ every point of the first segment has the same $\Omega$, so zero temperature alone does not fix $N$ there; the same holds for the second segment at $\mu=-A$.

A small temperature selects a value. The one-electron state has two spin orientations; the empty atom and the two-electron singlet have one state each. At $\mu=-I$ the weights of $N=0$ and $N=1$ are therefore $1:2$, giving $N=2/3$. At $\mu=-A$ the weights of $N=1$ and $N=2$ are $2:1$, giving $N=4/3$.

Away from the edges,
\begin{equation}
\frac{P_0}{P_1}=\tfrac12e^{-(\mu+I)/k_BT},\qquad
\frac{P_2}{P_1}=\tfrac12e^{(\mu+A)/k_BT}.
\end{equation}
At 300 K, $k_BT=0.02585$ eV. For $\mu=-10$ eV the ratios are about $10^{-61}$ and $10^{-156}$, so thermal mixing cannot account for a fractional charge there. Proton recoil, also neglected, lowers $I$ by 7.4 meV.

\section{The semilocal atom: one contribution at a time}

A semilocal functional is evaluated on the average density, not on each charge state separately. Put a fraction $f$ of an electron in one spin orbital $\phi$, so that $n=f|\phi|^2$. Freeze $\phi$ as the hydrogen 1s orbital and, for now, keep local exchange without correlation.

\textbf{One-electron energy.} Kinetic energy and nuclear attraction are linear in the density matrix and give $-f/2$. This is already the exact straight line.

\textbf{Hartree repulsion.} For $n=e^{-2r}/\pi$, Gauss's law gives the potential
\begin{equation}
v(r)=\frac1r-\left(1+\frac1r\right)e^{-2r}.
\end{equation}
The Hartree energy at $f=1$ is
\begin{align}
J&=\frac12\int_0^\infty4r^2e^{-2r}v(r)\,dr\nonumber\\
&=2\int_0^\infty\left[re^{-2r}-(r^2+r)e^{-4r}\right]dr\nonumber\\
&=2\left(\frac14-\frac1{32}-\frac1{16}\right)=\frac5{16}.
\end{align}
It is quadratic in the density, so it contributes $+Jf^2$. This is the repulsion of the electron's density with itself.

\textbf{Exchange.} Exact exchange for one spin orbital is $-Jf^2$. It cancels the Hartree term at every $f$, not just at $f=1$, and restores the line $-f/2$. Local exchange for a fully polarised density is instead
\begin{align}
E_x&=-\frac34\left(\frac6\pi\right)^{1/3}\int n^{4/3}\,d^3r=-Cf^{4/3},\\
C&=\frac34\left(\frac6\pi\right)^{1/3}\frac{27}{64\pi^{1/3}}=0.2680 ,
\end{align}
where $\int_0^\infty r^2e^{-8r/3}dr=2/(8/3)^3$ was used. The total is
\begin{equation}
E(f)=-\frac f2+Jf^2-Cf^{4/3}.
\label{eq:frozen}
\end{equation}

The two self-interaction terms nearly cancel in the energy at $f=1$, where they leave $0.3125-0.2680=0.0445$ hartree. They cancel much less well in the slope:
\begin{equation}
E'(1)+\tfrac12=2J-\tfrac43C=0.625-0.357=0.268\ \text{hartree}.
\end{equation}
The reservoir responds to the slope. A good energy at integer charge is therefore no guarantee of a good charge at fixed $\mu$.

\section{Where charging begins}

The curvature of Eq.~\eqref{eq:frozen},
\begin{equation}
E''(f)=2J-\tfrac49Cf^{-2/3},
\end{equation}
is negative at very small $f$ and positive beyond. The first charge therefore enters in a jump. A charge $f$ beats the empty atom when $E(f)-\mu f<0$, so the onset is the smallest value of $E(f)/f$:
\begin{align}
0&=\frac{d}{df}\left(-\frac12+Jf-Cf^{1/3}\right)=J-\frac C3f^{-2/3},\\
f_{\rm on}&=\left(\frac{C}{3J}\right)^{3/2}=0.153 .
\end{align}
At this point $Cf_{\rm on}^{1/3}=3Jf_{\rm on}$, hence
\begin{equation}
\mu_{\rm on}=-\tfrac12-2Jf_{\rm on}=-0.596\ \text{hartree}=-16.2\ \text{eV}.
\end{equation}
The semilocal atom starts to charge below $-I$, where the exact atom is still empty.

Letting the orbital relax and adding correlation changes the numbers but keeps the jump. The self-consistent onsets are $-16.8$ eV at $N=0.16$ for LDA (local exchange with VWN correlation) and $-17.7$ eV at $N=0.15$ for PBE. These and the following semilocal results use 16 s-type Gaussians. Except where equal spin occupations are stated, one spin orbital is filled before the other, and $\Omega$ is minimised over an interpolated $E(N)$. A larger basis of 20 functions with a finer grid moves the PBE frontier levels examined by less than $10^{-4}$ eV.

\section{What fixes the fractional charge}

Let $\varepsilon$ be the eigenvalue of the partly filled orbital. At self-consistency the energy is stationary against changes of $\phi$ that keep its norm, so only the explicit dependence on $f$ survives:
\begin{equation}
\frac{dE}{df}=\langle\phi|h|\phi\rangle+\int v_{Hxc}|\phi|^2\,d^3r=\varepsilon ,
\end{equation}
where $h$ contains kinetic energy and nuclear attraction, and $v_{Hxc}$ is the Hartree and exchange-correlation potential. Then
\begin{equation}
\frac{d\Omega}{df}=\varepsilon(f)-\mu .
\end{equation}
An interior minimum needs $\varepsilon=\mu$ and $d\varepsilon/df>0$. At very small $f$ the level falls as charge is added, which is why charging begins with a jump. Beyond the jump, adding charge raises the level until it meets the reservoir, and the flow stops at a fractional $N$. On the exact line the slope stays at $-I$ throughout, so nothing stops the flow before $N=1$.

\section{Why a shorter plateau survives}

At $f=1$ the first spin orbital is full. If its level still lies below $\mu$, further charge must enter the other spin orbital. The plateau therefore starts at $\varepsilon_\uparrow(N=1)$ and ends at
\begin{equation}
\mu_{\rm end}=\min_{f>0}\frac{E(1+f)-E(1)}{f}.
\end{equation}
Local exchange of the new spin density again contributes a term proportional to $-f^{4/3}$, which favours a finite first step. In PBE a second effect acts in the same direction: the gradient correction to correlation depends on $(1-\zeta)^{2/3}$, with $\zeta$ the spin polarisation, and for a fixed orbital this adds a positive term proportional to $f^{2/3}$ that penalises very small $f$. The quotient above is about $-1.0$ eV at $f=0.01$ in PBE, against $-3.3$ eV in LDA. The results are:

\begin{center}
\begin{tabular}{lccc}
 & start (eV) & end (eV) & width (eV)\\
\hline
exact & $-13.61$ & $-0.755$ & 12.85\\
LDA & $-7.32$ & $-3.47$ & 3.85\\
PBE & $-7.59$ & $-2.52$ & 5.08
\end{tabular}
\end{center}

At the upper end $N$ jumps to 1.06 in LDA and 1.18 in PBE.

With equal spin occupations $N/2$, both orbitals are half full at $N=1$. No orbital fills or opens there, so the slope is continuous. The unpolarised PBE level at $N=1$ is $-6.49$ eV. Around this point $N=1$ is reached at that single $\mu$, and any small change of $\mu$ changes the charge.

\section{Worked example at $\mu=-10$ eV}

The electron number $N$ that minimises $\Omega$ at several chemical potentials is:

\begin{center}
\begin{tabular}{rccc}
$\mu$ (eV) & exact & PBE & LDA\\
\hline
$-20$ & 0 & 0.00 & 0.00\\
$-15$ & 0 & 0.41 & 0.36\\
$-12$ & 1 & 0.65 & 0.61\\
$-10$ & 1 & 0.80 & 0.77\\
$-8$ & 1 & 0.97 & 0.94\\
$-5$ & 1 & 1.00 & 1.00\\
$-1$ & 1 & 1.46 & 1.47
\end{tabular}
\end{center}

At $\mu=-10$ eV the PBE minimum lies at $N=0.804$, where $E=-11.883$ eV and the frontier level is $-10.0$ eV. Therefore
\begin{align}
\Omega_{\rm PBE}(0.804)&=-11.883+8.040=-3.843\ \text{eV},\\
\Omega_{\rm PBE}(1)&=-13.605+10=-3.605\ \text{eV}.
\end{align}
The fractional state is lower by 0.24 eV. It is the minimum of the approximate functional on this spin branch, not a sign of poor convergence. On the exact line the same charge would have
\begin{equation}
\Omega=-0.804\times13.606+8.04=-2.90\ \text{eV},
\end{equation}
well above the value $-3.61$ eV at $N=1$.

The PBE energy at $N=1$ is within 0.001 eV of the exact $-13.606$ eV. At $N=0.5$, however, PBE gives $-8.251$ eV, which is 1.45 eV below the straight line between its own end points. On this segment, from $N=0$ to $N=1$, the PBE error lies between the integers, not at them.

\section{An atom near an electrode}

Many metals have work functions of roughly 3 to 6 eV, which puts $\mu$ between about $-6$ and $-3$ eV. This range lies inside the exact and PBE plateaus. The LDA plateau ends at $-3.47$ eV, so LDA would give an isolated atom too much charge near the upper end of the range. Some alkali metals have work functions near 2 eV; $\mu\approx-2$ eV lies above the PBE plateau too, though still inside the exact one. The strongly fractional cases at $-10$ and $-12$ eV lie far below all these values and serve to show the mechanism.

A real electrode breaks the assumption of isolation in two ways. First, its image charge lowers the energy of either ion by $1/(4d)$ at distance $d$, for a classical perfect conductor. This moves the two exact edges towards each other by $1/(2d)$ in total: at $d=20$ bohr, 0.025 hartree or about 0.7 eV. Second, at short distance the orbitals hybridise with the metal. The atom's electron number is then no longer conserved, and a fractional average charge can be physical. The size of that effect depends on the surface and is not computed here. For a weakly coupled atom the average charge stays close to an integer when the level broadening and $k_BT$ are both small compared with the distance from $\mu$ to the nearest edge, with the image shift included.
